# How Much Two Freed Rocking Modes Raise a Homolysis Prefactor

## Problem

A gaseous precursor resembling trimethylgallium loses a methyl radical at 800 K:

$$\mathrm{Ga(CH_3)_3\to Ga(CH_3)_2+CH_3}.$$

In the molecule the departing methyl has two rocking modes, which tilt its axis away from the Ga–C bond. In a loose transition state the same two motions are nearly free rotations.

(a) By what factor does this change raise the Arrhenius prefactor $A$?

(b) Can it account for several powers of ten? If not, what else must become loose?

(c) How far do hindrance, steric blocking and finite pressure alter the answer?

Use these rough round values: rocks at 700 cm$^{-1}$, bends of the Ga–C skeleton at 150 cm$^{-1}$, Ga–C length 2.0 Å, methyl C–H length 1.08 Å, distance between the fragments' centres of mass in the transition state 4.0 Å, and bond energy 3.0 eV.

## Solution

### The prefactor measures entropy

Assume the high-pressure limit, where collisions keep the reactant in thermal equilibrium, and a transition state whose position does not change with temperature. Transition-state theory gives

$$k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q}\,e^{-E_0/k_BT}.$$

Here $Q$ and $Q^\ddagger$ are the partition functions of reactant and transition state, the latter without the reaction coordinate. Each is measured from its own ground level, and $E_0$ is the difference between those levels.

The Arrhenius parameters are the local slope and intercept of $\ln k$ against $1/T$:

$$E_a=k_BT^2\frac{d\ln k}{dT},\qquad \ln A=\ln k+\frac{E_a}{k_BT}=\ln k+T\frac{d\ln k}{dT}.$$

Apply $1+T\,d/dT$ to each term of $\ln k$. The term $\ln(k_BT/h)$ gives itself plus 1. The term $-E_0/k_BT$ gives $-E_0/k_BT+E_0/k_BT=0$. Each partition function gives $\ln Q+T\,d\ln Q/dT$, which is its entropy divided by $k_B$. Therefore

$$A=e\,\frac{k_BT}{h}\,e^{(S^\ddagger-S)/k_B}.$$

Zero-point energy thus belongs to $E_a$ and leaves $A$ alone. If nothing but the two rocks changes, $A$ is multiplied by $F=e^{(S_{\rm free}-S_{\rm rocks})/k_B}$.

### Two rocks are motion on a sphere

Let $\theta,\phi$ give the direction of the methyl axis, and let $I$ be the moment of inertia about an axis perpendicular to it. The kinetic energy of tilting is

$$K=\frac{p_\theta^2}{2I}+\frac{p_\phi^2}{2I\sin^2\theta}.$$

Spin of the methyl about its own axis, with momentum $p_\psi$, replaces $p_\phi$ by $p_\phi-p_\psi\cos\theta$ and adds a term in $p_\psi^2$. Integrating over $p_\phi$ first removes the shift, so classical spin and tumbling factorize. The spin is taken as nearly free on both sides, and its small change is added later.

The two Gaussian momentum integrals give $2\pi Ik_BT\sin\theta$. Hence, for free tumbling,

$$q=\frac{2\pi Ik_BT}{h^2}\int_0^{2\pi}\!d\phi\int_0^\pi\!\sin\theta\,d\theta=\frac{8\pi^2Ik_BT}{h^2}=\frac tB .$$

The last form uses wavenumbers: $t=k_BT/hc$ and $B=h/(8\pi^2cI)$.

A factor of one half is still needed. A free planar methyl has two equivalent faces, and either can point towards gallium. With the hydrogens labelled, these are two distinct bound wells on the sphere. Relative to one well, the free partition function is therefore $t/(2B)$. Symmetry numbers say the same: 6 for free planar methyl, against 3 for spin of the bound group.

Since $q\propto T$, the free entropy is

$$\frac{S_{\rm free}}{k_B}=\ln\frac{t}{2B}+1.$$

### The bound side and the factor $F$

A harmonic rock of energy $w$, measured from its ground level, has $q_v=(1-e^{-x})^{-1}$ with $x=w/t$. Because $T\,dx/dT=-x$,

$$T\frac{d\ln q_v}{dT}=-x\left(-\frac{e^{-x}}{1-e^{-x}}\right)=\frac{x}{e^x-1}.$$

The entropy of one rock, in units of $k_B$, is then

$$s(x)=\frac{x}{e^x-1}-\ln(1-e^{-x}).$$

Subtracting two such entropies from the free one gives

$$\boxed{F=\frac{e\,t}{2B}\,e^{-2s(w/t)}}$$

For the numbers, planar methyl has $I=\tfrac32m_{\rm H}r_{\rm CH}^2$, so $B=9.56$ cm$^{-1}$. At 800 K, $t=556$ cm$^{-1}$. Thus

$$\frac{t}{2B}=\frac{556}{2\times9.56}=29.1,\qquad x=\frac{700}{556}=1.26,\qquad s=0.833,$$

$$F=2.718\times29.1\times e^{-1.666}\approx15 .$$

This answers (a): the prefactor rises by a little more than one power of ten. At fixed $E_a$, a factor of 15 in rate is equivalent to lowering $E_a$ by $k_BT\ln15\approx0.19$ eV.

### Why one pair cannot give several powers

Two upper limits on $F$ hold within this model. The first follows from $s\ge0$, since both terms of $s$ are positive:

$$F\le\frac{e\,t}{2B}=79 .$$

It is approached when the rocks are so stiff that they are frozen. At 800 K, no increase in rocking frequency can take a methyl group beyond this value.

The second comes from comparing $s$ with the entropy of a classical oscillator, $1-\ln x$. Define $d(x)=s(x)-1+\ln x$, which tends to zero as $x\to0$. Differentiating $s$, the two terms in $1/(e^x-1)$ cancel and leave

$$s'(x)=-\frac{x e^x}{(e^x-1)^2}.$$

With $(e^x-1)^2=4e^x\sinh^2(x/2)$ this gives

$$d'(x)=\frac1x\left[1-\left(\frac{x/2}{\sinh(x/2)}\right)^2\right]\ge0,$$

because $\sinh y\ge y$ for $y\ge0$. Hence $s\ge1-\ln x$, and

$$F\le\frac{e\,t}{2B}\,e^{-2}x^2=\frac{w^2}{2B\,e\,t}=\frac{\kappa}{e\,t},\qquad \kappa=\frac{w^2}{2B}.$$

The quantity $\kappa$ is the angular stiffness in the potential $\tfrac12\kappa\theta^2$. To see this, write the stiffness in joules as $\kappa_J$. Then $\omega^2=\kappa_J/I$, so $(\hbar\omega)^2=2(\hbar^2/2I)\kappa_J$, which in wavenumbers is $w^2=2B\kappa$.

The second limit has a geometric meaning. A free axis has the solid angle $2\pi$ available per well. A classical bound axis occupies the effective solid angle

$$\int_0^\infty2\pi\theta\,e^{-\kappa\theta^2/2t}\,d\theta=\frac{2\pi t}{\kappa}.$$

The ratio is $\kappa/t$, and the inertia has cancelled. Its proportionality to $1/T$ supplies the further factor $e^{-1}$ when the Arrhenius intercept is taken.

Here $\kappa=3.18$ eV/rad$^2$, and the second limit is 17. The estimate of 15 lies just below it, so the rocks are already close to classical in this respect. To reach $F=1000$ with two equivalent wells, $\kappa$ would have to be at least

$$1000\,e\,t=187\ \text{eV/rad}^2,$$

about 59 times the value used. That is a necessary condition. For methyl at 800 K it would still not suffice, because the first limit is 79.

### Dependence on temperature

Since $T\,ds/dT=-x\,s'(x)$,

$$\frac{d\ln F}{d\ln T}=1-2c(x),\qquad c(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

The function $c$ is the heat capacity of one rock in units of $k_B$. Cold rocks have $c\to0$, and $F$ grows as $T$. Hot rocks have $c\to1$, and $F$ falls as $1/T$. The change of sign is at $c=1/2$, or $x\approx3$, which is near 340 K here. In the hot range $F$ therefore declines:

| Temperature (K) | $F$ |
|---:|---:|
| 600 | 18 |
| 800 | 15 |
| 1000 | 12.5 |

The harmonic formula fails when $\kappa$ is not large compared with $t$, because the bound axis then wanders far from the bottom of its well. For the present rocks the classical mean square tilt is $2t/\kappa=0.043$ rad$^2$, or about 12° root mean square.

A model with finite wells measures the error. Take the tumbling Hamiltonian $BL^2+V_b\sin^2\theta$, where $L^2$ has eigenvalues $l(l+1)$, and set $V_b=\kappa/2$ to reproduce the small-tilt frequency. This potential has both wells and becomes free rotation when $V_b=0$. Diagonalizing it in spherical harmonics and taking the difference of the two entropies gives $F=14.2$. The formula is 4.9% higher. If $B$ is divided by four at fixed $w$, which makes the wells four times deeper, the difference falls to 1.1%.

### How free is "nearly free"?

Let a residual potential $V\sin^2\theta$ remain in the transition state, and put $v=V/t$. With $u=\cos\theta$, the classical partition function is multiplied by

$$G=\int_0^1e^{-v(1-u^2)}du=\frac{e^{-v}}{\sqrt v}\int_0^{\sqrt v}e^{y^2}dy=\frac{D(\sqrt v)}{\sqrt v},$$

where $D$ is Dawson's function. Since $T\,dv/dT=-v$, the prefactor is multiplied by $H=G\,e^{-vG'/G}$.

To find $G'$, differentiate $D(\sqrt v)=\sqrt v\,G$ with respect to $v$ and use $D'(y)=1-2yD(y)$:

$$\frac{1-2vG}{2\sqrt v}=\sqrt v\,G'+\frac{G}{2\sqrt v}
\quad\Rightarrow\quad \frac{vG'}{G}=\frac12\left(\frac1G-1-2v\right).$$

For weak hindrance, expand $\ln G$ in averages over the free sphere:

$$\ln G=-v\langle\sin^2\theta\rangle+\tfrac12v^2\,\mathrm{var}(\sin^2\theta)+\dots$$

The operation $1-v\,d/dv$ removes the linear term and reverses the sign of the quadratic one. The variance equals that of $u^2$, namely $\tfrac15-\tfrac19=\tfrac4{45}$, so

$$\ln H\approx-\frac{2v^2}{45}.$$

The average hindrance, $\tfrac23V$ to first order, goes into $E_a$. It slows the reaction but does not lower $A$. The full expression gives $H=0.99$ for $V=300$ cm$^{-1}$ and $H=0.85$ for $V=1000$ cm$^{-1}$. A rotation hindered by a barrier of order $t$ thus counts as free for the prefactor.

### The second pair: bends on the gallium side

A count of modes shows what else is released. The 13-atom reactant has $3\times13-6=33$ vibrations. The fragments have $21+6=27$. The six that disappear are the Ga–C stretch, the torsion of the departing methyl, its two rocks, and two skeletal bends. The stretch is the reaction coordinate and the torsion becomes methyl spin. The bends become tumbling of $\mathrm{Ga(CH_3)_2}$ relative to the line between the fragments.

For this fragment, let $B_1$ and $B_2$ be the constants for the two axes perpendicular to the former bond, and $B_3$ the constant for the axis along it. The classical rotor factorizes as

$$\sqrt{\frac{\pi t^3}{B_1B_2B_3}}=\frac{t}{\sqrt{B_1B_2}}\sqrt{\frac{\pi t}{B_3}} .$$

Seen from this fragment, the methyl is bound in one direction, so there is one well and no factor of one half:

$$F_2=\frac{e\,t}{\sqrt{B_1B_2}}\,e^{-2s_b}.$$

Take a planar skeleton with 120° angles and treat the methyls as point masses. Then $B_1=0.802$ and $B_2=0.152$ cm$^{-1}$. A bend at 150 cm$^{-1}$ has entropy $s_b=2.313$, and

$$F_2=\frac{2.718\times556}{\sqrt{0.802\times0.152}}\,e^{-4.626}\approx42 .$$

Together the pairs give $FF_2\approx630$, or 2.8 powers of ten. The soft bends already have a large entropy, $2s_b=4.63$ in units of $k_B$, but the free tumbling that replaces them has a larger one, $\ln(t/\sqrt{B_1B_2})+1=8.37$.

### The complete loose prefactor

Three smaller factors are collected first; a fourth, from the Ga–C stretch, follows. Any of three equivalent bonds may break. Separation of the fragments raises the moments of inertia for overall rotation. In the transition state these rotations are the orbital motion of the fragments, with inertia $\mu R^2$ for two axes, and the spin of $\mathrm{Ga(CH_3)_2}$ about the line, with inertia $I_3$. Here $\mu$ is the reduced mass of the fragments and $R$ their distance. The reactant has principal inertias $I_a,I_b,I_c$. Both sides have three classical rotations, so the powers of $T$ cancel:

$$g_{\rm rot}=\frac{\mu R^2\sqrt{I_3}}{\sqrt{I_aI_bI_c}}=1.64 .$$

Only the product $F_2\,g_{\rm rot}$ has a fixed meaning. The inertia of $\mathrm{Ga(CH_3)_2}$ about the two perpendicular axes is counted in $F_2$ and not in $\mu R^2$, so at the reactant's own separation, 2.30 Å, $g_{\rm rot}$ is 0.54 rather than 1. If that inertia is added to $\mu R^2$ to form the true overall moments, the same product divides into 2.13 for overall rotation and 33 for the bends.

Methyl spin gains the square root of its inertia ratio. With bound hydrogens at 1.09 Å and a Ga–C–H angle of 110°, this is $g_{\rm spin}=1.05$. Therefore

$$A=e\frac{k_BT}{h}\times3\,F\,F_2\,g_{\rm rot}\,g_{\rm spin}.$$

With $e\,k_BT/h=4.53\times10^{13}$ s$^{-1}$,

$$A=4.53\times10^{13}\times3\times634\times1.64\times1.054\approx1.5\times10^{17}\ \text{s}^{-1}.$$

Symmetry numbers confirm the combinatorial factor. The reactant has 6 for its skeleton and 3 for the departing methyl's spin; the fragments have 6 and 2. The ratio $6\times3/(6\times2)=3/2$ is three bonds times the one half contained in $F$.

The fourth factor lowers $A$. The Ga–C stretch is a vibration of the reactant and is missing only from $Q^\ddagger$, so its entropy is lost. For a rough 550 cm$^{-1}$, $s=1.05$ and $e^{-s}=0.35$. The complete loose prefactor is then $5\times10^{16}$ s$^{-1}$, or $\log_{10}A=16.7$. The table and the pressure estimate below use the values before this factor.

The cases at 800 K are:

| Transition state | $A$ (s$^{-1}$) | $\log_{10}A$ |
|---|---:|---:|
| Tight, entropy unchanged | $4.5\times10^{13}$ | 13.7 |
| Methyl rocks freed | $6.8\times10^{14}$ | 14.8 |
| Rocks and bends freed | $2.9\times10^{16}$ | 16.5 |
| Same, with the three smaller factors | $1.5\times10^{17}$ | 17.2 |
| Same, half of Ga-side directions blocked | $7\times10^{16}$ | 16.9 |

Every row is to be multiplied by 0.35 for the lost stretch, which lowers $\log_{10}A$ by 0.46 and leaves the ratios between rows unchanged. The first three rows count one bond and set $g_{\rm rot}=g_{\rm spin}=1$. The answer to (b) is therefore no for the methyl rocks alone. Several powers of ten appear when the two gallium-side bends are released as well.

### What the estimate leaves out

The free-rotor value is a ceiling for the transitional motions at the chosen separation. The methyl cannot approach $\mathrm{Ga(CH_3)_2}$ freely from the side of its remaining ligands. Blocking half of those directions, independently of temperature, halves $A$, as in the last row. A transition state at smaller $R$ would also reduce $g_{\rm rot}$, which varies as $R^2$. Near freedom at $R=4.0$ Å is itself an assumption. The Ga–C distance there is 3.7 Å, where a Morse curve of depth 3.0 eV and stretch 550 cm$^{-1}$ is still bound by about 0.4 eV, or $6t$. If all of that binding hindered the methyl tumbling, $H$ would be about 0.3; at $R=5.0$ Å the same rough estimate gives 0.9.

Other changes can act upwards. A transition state at larger $R$ would raise $g_{\rm rot}$, and the methyl umbrella mode softens as the group becomes planar. If its energy fell from a rough 1200 to 600 cm$^{-1}$, the entropy difference would multiply $A$ by 1.8. A transition state before full separation would gain less if the mode had softened less.

Pressure matters because energized molecules can react faster than collisions replace them. Suppose $n$ classical oscillators share an energy $\epsilon k_BT$, and let $b=3.0\ \text{eV}/k_BT=43.5$. Kassel's model has

$$P(\epsilon)=\frac{\epsilon^{n-1}e^{-\epsilon}}{\Gamma(n)},\qquad k(\epsilon)=A\left(1-\frac b\epsilon\right)^{n-1}.$$

If collisions deactivate at rate $\Omega$, the steady population is the equilibrium one times $\Omega/[\Omega+k(\epsilon)]$. Since the high-pressure rate is $Ae^{-b}$,

$$\frac{k}{k_\infty}=\frac{e^{b}}{A}\int_b^\infty P(\epsilon)\,\frac{k(\epsilon)\,\Omega}{\Omega+k(\epsilon)}\,d\epsilon .$$

For hydrogen at 100 Torr, a collision radius of 5 Å and a deactivation probability of 0.1 per collision, kinetic theory gives $\Omega=2.8\times10^8$ s$^{-1}$. With $A=1.5\times10^{17}$ s$^{-1}$, numerical integration yields $k/k_\infty=0.18$, 0.41 and 0.63 for $n=12$, 15 and 18. The spread shows how strongly the result depends on the effective number of oscillators. These values of $n$ are illustrative and are not derived from the molecule's vibrations. A larger $n$ brings the ratio closer to one, so the three results need not bracket the real precursor.

The Arrhenius intercept $\ln k+E_a/k_BT$ falls by more than $\ln k$ does. The factor $\Omega/[\Omega+k(\epsilon)]$ is smallest for the most energetic molecules, so it lowers the mean energy of those that react, and $E_a$ falls with it. At fixed pressure $\Omega$ also decreases with temperature, which lowers $E_a$ further. Repeating the integration at neighbouring temperatures, with $\Omega\propto T^{-1/2}$ at fixed pressure, gives the change in the intercept: the apparent prefactor is multiplied by about 0.003, 0.02 and 0.06 for the same three values of $n$. In this model finite pressure therefore lowers the apparent prefactor much more than it lowers the rate.

### Relation to a growth reactor

The chosen temperature, pressure and carrier gas lie in the regime of vapour-phase epitaxy from trimethylgallium, and the molecular inputs are meant as rough values for that precursor. The high-pressure limit need not hold there: for the illustrative values of $n$ above, its failure lowers the rate by a factor of about 1.6 to 6, and the apparent prefactor by considerably more. These values of $n$ probably overstate the effect. A direct count of states $\rho(E)$ for rough frequencies (nine modes at 2950, six at 1440, three at 1200, six at 700, three at 550 and three at 150 cm$^{-1}$, with three free methyl rotors), used in $k(E)=A\,\rho(E-E_0)/\rho(E)$ with the same $A$ and $\Omega$, gives $k/k_\infty\approx0.9$ and multiplies the apparent prefactor by about 0.4. A quantitative correction would need accurate frequencies and collisional energy transfer. Reactions at surfaces and with radicals can also consume the precursor. An overall decomposition rate measured in a reactor therefore need not have the homolysis prefactor calculated here.
